\section*{What geometry density-scaled Clausius-Mossotti assumes for a porous dielectric}

\section{A film with a few voids}

Take a dense dielectric of relative permittivity $k_s=2.8$ and put a few small spherical voids into it, far apart. How fast does the permittivity $k$ of the film fall with the porosity $P$, the volume fraction of air? This case needs one electrostatic problem, a sphere in a uniform field.

All permittivities here are relative and static, and the two phases are isotropic with sharp boundaries. Let a sphere of radius $a$ and permittivity $k_i$ sit in a host $k_h$ under a field $E_0$ along $z$. The potentials that satisfy Laplace's equation and match the angular form of the applied field are
\begin{equation}
\Phi_{\rm in}=-E_i r\cos\theta,\qquad
\Phi_{\rm out}=-E_0 r\cos\theta+\frac{B\cos\theta}{r^2}.
\end{equation}
Continuity of the potential and of the normal displacement at $r=a$ gives
\begin{equation}
E_i=E_0-\frac{B}{a^3},\qquad
k_iE_i=k_h\left(E_0+\frac{2B}{a^3}\right).
\end{equation}
The first condition gives $B/a^3=E_0-E_i$. Inserted in the second, it yields $k_iE_i=k_h(3E_0-2E_i)$, so that
\begin{equation}
E_i=\frac{3k_h}{k_i+2k_h}E_0,\qquad
\frac{B}{a^3}=\beta E_0,\qquad
\beta=\frac{k_i-k_h}{k_i+2k_h}.
\label{eq:sphere}
\end{equation}
For a void in the solid, $k_i=1$ and $k_h=k_s$. The field in the void is larger than the applied field by the factor $3k_s/(2k_s+1)=8.4/6.6=1.273$.

The film permittivity is defined by the ratio of mean displacement to mean field. With $E_s$ and $E_p$ the mean fields in solid and air,
\begin{align}
\langle E\rangle&=(1-P)E_s+PE_p,\\
k\langle E\rangle&=(1-P)k_sE_s+PE_p.
\end{align}
Multiplying the first line by $k_s$ and subtracting the second removes $E_s$:
\begin{equation}
k_s-k=P(k_s-1)\frac{E_p}{\langle E\rangle}.
\label{eq:loss}
\end{equation}
This holds for any two-phase arrangement. When the voids are few, each sees a field that tends to $\langle E\rangle$, and the initial slope is
\begin{equation}
-\left.\frac{dk}{dP}\right|_{0}=\frac{3k_s(k_s-1)}{2k_s+1}
=\frac{15.12}{6.6}=2.29 .
\label{eq:slopepore}
\end{equation}

One shortcut for porous films is the Clausius-Mossotti relation with the density scaled by $1-P$:
\begin{equation}
\frac{k-1}{k+2}=(1-P)\frac{k_s-1}{k_s+2}.
\label{eq:cm}
\end{equation}
The derivative of the left side with respect to $k$ is $3/(k+2)^2$. Differentiating both sides with respect to $P$ at $P=0$, where $k=k_s$, therefore gives
\begin{equation}
-\left.\frac{dk}{dP}\right|_{0}=\frac{(k_s+2)^2}{3}\,\frac{k_s-1}{k_s+2}
=\frac{(k_s-1)(k_s+2)}{3}=2.88 .
\end{equation}
This is about 26 percent steeper than the slope for spherical voids. Equation~\eqref{eq:cm} must therefore describe some other arrangement of solid and air.

\section{The arrangement behind the scaled formula}

Let each molecule have polarizability $\alpha$, and let $N$ be the number of molecules per volume. The polarization is $\Pi=N\alpha E_{\rm loc}$. The Lorentz local field, $E_{\rm loc}=E+\Pi/(3\varepsilon_0)$, assumes that the dipoles near a given molecule are arranged so that their fields cancel there, as on a cubic lattice. Since also $\Pi=\varepsilon_0(k-1)E$,
\begin{equation}
\varepsilon_0(k-1)E=N\alpha\left(1+\frac{k-1}{3}\right)E
=N\alpha\,\frac{k+2}{3}E,
\end{equation}
and hence
\begin{equation}
\frac{N\alpha}{3\varepsilon_0}=\frac{k-1}{k+2}.
\label{eq:cmmol}
\end{equation}
Equation~\eqref{eq:cm} follows if $N$ falls from its dense value $N_s$ to $(1-P)N_s$ while $\alpha$ and the form of the local field stay the same. In this picture the molecules move apart evenly, with vacuum between them. No pore with a wall has been introduced.

Now gather the molecules into solid spheres of volume $V=4\pi a^3/3$ in vacuum. The outer potential in Eq.~\eqref{eq:sphere} is that of a dipole moment $p=4\pi\varepsilon_0B$. With $k_h=1$ and Eq.~\eqref{eq:cmmol} for the dense solid,
\begin{equation}
p=3\varepsilon_0V\,\frac{k_s-1}{k_s+2}E_0
=3\varepsilon_0V\,\frac{N_s\alpha}{3\varepsilon_0}E_0
=(N_sV)\,\alpha E_0 .
\end{equation}
The sphere responds as the plain sum of its molecules. The reason is a cancellation. From Eq.~\eqref{eq:sphere}, $E_0-E_i=(k_s-1)E_i/3=\Pi/(3\varepsilon_0)$, so the surface charge of the sphere lowers the internal field by the amount that the Lorentz term adds back. In this continuum picture the local field at a molecule is $E_0$.

The result can be examined without a continuum. For 739 point dipoles on a simple cubic lattice, cut to a sphere of radius 5.5 lattice spacings, with $N_s\alpha/(3\varepsilon_0)=0.375$, the coupled linear equations for the moments give a total of 1.006 times the number of dipoles times $\alpha E_0$. The equality concerns the mean: the components of single moments along the field range from 0.86 to 1.19 times $\alpha E_0$, with the largest deviations near the surface, where the surroundings are not those of a full lattice. The spread depends on the cut: for a radius of 4.5 spacings it is 0.68 to 1.27, with a mean of 1.011.

A solid sphere is thus a large molecule whose polarizability is the sum of its parts. If such spheres fill a fraction $1-P$ of space and interact through the same Lorentz field, the polarizability per volume is again $(1-P)N_s\alpha$, and Eq.~\eqref{eq:cm} returns. The formula cannot tell separate molecules from separate solid balls. In both cases the surrounding medium is vacuum.

\section{Maxwell Garnett in both directions}

The Maxwell Garnett formula makes the choice of host explicit. Surround an inclusion of radius $a$ by a concentric host shell of outer radius $b$, and let $f=a^3/b^3$. In the shell the potential has the outer form used above, with an amplitude $A$ in place of $E_0$, so $B/b^3=f\beta A$. Place this coated sphere in a medium $k$ carrying a uniform field $E_0$, and ask for the $k$ that leaves the outside field undisturbed. Matching at $r=b$ requires
\begin{equation}
E_0=A(1-f\beta),\qquad kE_0=k_hA(1+2f\beta).
\end{equation}
Their ratio is
\begin{equation}
k=k_h\frac{1+2f\beta}{1-f\beta}.
\label{eq:mgk}
\end{equation}
From this, $k-k_h=3k_hf\beta/(1-f\beta)$ and $k+2k_h=3k_h/(1-f\beta)$, and division gives
\begin{equation}
\frac{k-k_h}{k+2k_h}=f\,\frac{k_i-k_h}{k_i+2k_h}.
\label{eq:mg}
\end{equation}
Because the outside field is undisturbed, further coated spheres of the same proportions can be inserted, in smaller and smaller sizes, until they fill the medium. Equation~\eqref{eq:mg} is exact for that assembly and an approximation for other arrangements of spheres.

\paragraph{Solid spheres in air.} Set $k_i=k_s$, $k_h=1$ and $f=1-P$. Equation~\eqref{eq:mg} becomes Eq.~\eqref{eq:cm}, term by term. For a target $k=2.0$,
\begin{equation}
P=1-\frac{(2.0-1)/(2.0+2)}{(2.8-1)/(2.8+2)}
=1-\frac{0.250}{0.375}=33.3\ \text{percent}.
\end{equation}

\paragraph{Air pores in solid.} Set $k_i=1$, $k_h=k_s$ and $f=P$. Both sides of Eq.~\eqref{eq:mg} are then negative. Changing both signs and solving for $P$ gives
\begin{equation}
P=\frac{(k_s-k)(2k_s+1)}{(k+2k_s)(k_s-1)}
=\frac{0.8\times6.6}{7.6\times1.8}=38.6\ \text{percent}.
\label{eq:ppore}
\end{equation}

The two permittivities are the same in both calculations. The gap of 5.3 percentage points comes from exchanging host and inclusion.

\section{Why separate solid spheres need less air}

Subtracting the mean field from the mean displacement, instead of the step that led to Eq.~\eqref{eq:loss}, removes $E_p$:
\begin{equation}
k-1=(1-P)(k_s-1)\frac{E_s}{\langle E\rangle}.
\label{eq:gain}
\end{equation}
At fixed $P$ and $k_s$, the film permittivity depends on geometry through one number, the share of the mean field that reaches the solid. Dividing $\langle E\rangle$ by $E_s$ gives
\begin{equation}
\frac{E_s}{\langle E\rangle}=\frac{1}{(1-P)+P\,E_p/E_s}.
\label{eq:share}
\end{equation}

In a coated sphere the dipole part of the shell field has a $z$ component proportional to $3\cos^2\theta-1$, which averages to zero over every concentric surface. The mean host field is therefore $A$, and the field ratio follows from Eq.~\eqref{eq:sphere}. For solid spheres in air, $E_p/E_s=(k_s+2)/3=1.600$. For air pores in solid, $E_p/E_s=3k_s/(2k_s+1)=1.273$. At $P=1/3$, Eqs.~\eqref{eq:share} and \eqref{eq:gain} give
\begin{align}
\text{solid spheres:}\quad &\frac{E_s}{\langle E\rangle}=0.833,
&k&=1+\tfrac23(1.8)(0.833)=2.00,\\
\text{air pores:}\quad &\frac{E_s}{\langle E\rangle}=0.917,
&k&=1+\tfrac23(1.8)(0.917)=2.10 .
\end{align}
An isolated solid sphere carries surface charge of opposite sign on its two halves, which lowers the field inside it. The skeleton around spherical pores offers the field paths that stay in the solid, so the solid is polarized more strongly than in separate spheres. More of it must then be removed to reach the same $k$.

The order of the two results does not depend on the numbers chosen. The difference of the field ratios is
\begin{equation}
\frac{k_s+2}{3}-\frac{3k_s}{2k_s+1}
=\frac{2k_s^2-4k_s+2}{3(2k_s+1)}
=\frac{2(k_s-1)^2}{3(2k_s+1)},
\end{equation}
which is positive for every $k_s>1$. Within these two models, solid spheres in air have the lower $k$ at every porosity between 0 and 1. The field ratios differ at second order in $k_s-1$, and the further factor $k_s-1$ in Eq.~\eqref{eq:gain} makes the difference in $k$ of third order, so the choice of host matters little for a skeleton of very low permittivity. In the opposite limit, $k_s\to\infty$ at fixed $P$, Eq.~\eqref{eq:mgk} gives a finite $k=(3-2P)/P$ for solid spheres in air, but $k\to2k_s(1-P)/(2+P)$, which grows without limit, for pores in solid. The continuous phase controls the result.

Equal spheres on a face-centred cubic lattice show how far this depends on the coated-sphere assembly. The field equations were solved by Fourier iteration on a periodic grid of 63 points per edge, at $P=1/3$. Solid spheres in air gave $k=2.02$ and $E_s/\langle E\rangle=0.85$. Air pores in solid gave $k=2.10$ and $0.915$. The discretization leaves an error of up to about 0.005 in these values. A multipole expansion, which needs no grid, converges to $k=2.013$ and $E_s/\langle E\rangle=0.844$ for solid spheres and to $k=2.100$ and $0.9165$ for pores. The true excess over Eq.~\eqref{eq:cm} in the first case is therefore 0.013, and it comes from interactions between close spheres beyond the dipole term.

\section{How large the error is in a low-$k$ film}

The values $k_s=2.8$ and $k=2.0$ are roughly those of a porous organosilicate film, for which a pore radius of 1~nm and a skeleton density of 1.4~g/cm$^3$ are also reasonable rough figures. The scaled formula then implies a film density of $1.4\times0.667=0.93$~g/cm$^3$, and the spherical-pore formula $1.4\times0.614=0.86$~g/cm$^3$. A process designed for 33.3 percent porosity would, if it made spherical pores in an unchanged skeleton, give $k=2.10$ instead of 2.00. With fixed electrodes and the whole field region filled by the film, the capacitance would be 5 percent above its target.

The geometry implied by the scaled formula is also mechanically unlikely. It needs separate solid spheres filling 0.667 of space, while the densest packing of equal spheres fills $\pi/(3\sqrt2)=0.740$. A film that must carry load needs a connected skeleton. The spherical-pore model has one, and separate spheres do not, but a skeleton of grains joined by narrow necks can lie between the two formulas. Real films can depart from this model in other ways, and several of the examples below shift the porosity by about 2 to 4 percentage points, compared with 5.3 for the choice of host.

\begin{itemize}
\item \emph{Skeleton permittivity.} At fixed $k=2.0$, Eq.~\eqref{eq:ppore} gives 35.6 percent for $k_s=2.7$ and 41.3 percent for $k_s=2.9$. An uncertainty of 0.1 in $k_s$ is worth about 3 percentage points.

\item \emph{Connected pores.} Square air channels along all three cube axes, with width $27/63$ of the period, occupy 39.4 percent of the volume. The same Fourier method gives $k=1.95$, between 1.88 from the scaled formula and 1.99 from spherical pores. By the local slope of the pore formula, the shift of $-0.035$ from spherical pores equals 1.9 percentage points of porosity. Such a film would reach $k=2.0$ near 37 percent.

\item \emph{Altered pore walls.} Suppose that a skin 0.2~nm thick around each pore has a permittivity 10 percent above the skeleton, 3.08. Matching the fields through air, skin and skeleton at $P=38.6$ percent gives $k=2.07$. By the same slope, roughly 4 points more porosity would be needed to restore 2.0. A continuum skin this thin is a crude model.

\item \emph{Water.} Let water fill 1 percent of the film volume, with the rough bulk permittivity 80, an upper choice for adsorbed water. As separate droplets in a uniform medium of $k=2.0$, Eq.~\eqref{eq:mg} gives 2.06. The same volume of water, held as a droplet at the centre of every pore, would give 2.04. As a continuous lining of every pore, field matching gives about 2.6. The lining would be only about 0.01~nm thick, less than a molecule, so the value 2.6 is an extreme of the model and not a forecast. It shows how strongly the result depends on whether the water forms closed shells or separate droplets.
\end{itemize}

\section{What to do about it}

When porosity is inferred from permittivity and the pores are closed and roughly spherical, use Eq.~\eqref{eq:ppore}, with $k_s$ measured on a dense film of the same skeleton at the same frequency. The pores must be much smaller than the wavelength. At porosities this high the pores of a real film are likely to be connected, since randomly placed overlapping spheres join into a continuous network near 29 percent. If the pores are connected, treat 38.6 percent as an estimate that may be a few points high; the channel example gives the scale. Equation~\eqref{eq:cm} is suited to separate, roughly spherical solid particles in air with a modest permittivity such as 2.8, or to molecules thinned out evenly. For closely spaced spheres of high permittivity it gives too low a $k$.

If the porosity is known independently, for instance from film density with a known skeleton density, Eq.~\eqref{eq:gain} can be turned round:
\begin{equation}
\frac{E_s}{\langle E\rangle}=\frac{k-1}{(1-P)(k_s-1)} .
\end{equation}
For $k=2.0$ and $k_s=2.8$, a measured $P$ of 33.3 percent gives 0.833, the value for separate solid spheres, and 38.6 percent gives $1/(0.614\times1.8)=0.905$, the value for spherical pores. A result near the lower figure does not prove that the solid is disconnected, since grains joined by narrow necks can give a value closer to that of separate spheres than to that of spherical pores. An error in an input, such as the assumed $k_s$, can also produce it. A dry film should be used, since absorbed water raises $k$ and makes the inferred porosity too small. Agreement between Eq.~\eqref{eq:cm} and a measured $k$ does not by itself establish the pore geometry, because an assumed $k_s$ too high by 0.17 to 0.26 can imitate the exchange of host and inclusion. Spherical pores give $k=2.0$ at $P=33.3$ percent if the true $k_s$ is 2.63, and Eq.~\eqref{eq:cm} gives $k=2.0$ at $P=38.6$ percent if $k_s$ is taken as 3.06.
